# Donor Diffusion by Neutral and Negative Defects: The Concentration-Dependent Diffusivity

**Q.** I am told that the diffusivity of a donor is a polynomial in $n/n_i$, the electron concentration over its intrinsic value. A donor sits on a lattice site. Why should its motion depend on electrons?

**A.** Because in this model it moves only when paired with a point defect, and electrons control how many charged defects there are. Take vacancies in charge states $-r$, with $r=0,1,2$, at a uniform temperature $T$. Let $E_F$ be the Fermi level, $E_i$ the intrinsic level, $k$ Boltzmann's constant, and

$$u=\frac{E_F-E_i}{kT}.$$

Making a neutral vacancy exchanges no electron with the crystal. If sources and sinks keep neutral vacancies at equilibrium, their concentration $[V^0]$ therefore depends on $T$ but not on $u$. Let $\varepsilon_r$ be the energy needed to charge the vacancy with $r$ electrons taken from the level $E_i$. Taking them from $E_F$ instead costs $\varepsilon_r-rkTu$, so

$$[V^{-r}]=g_r[V^0]\,e^{-\varepsilon_r/kT}e^{ru}=[V^{-r}]_i\,e^{ru},$$

where $g_r$ is a degeneracy ratio and the subscript $i$ means "at $u=0$".

**Q.** That contains $e^{u}$, not $n/n_i$.

**A.** The two are equal if the carriers obey Boltzmann statistics. Then $n\propto e^{(E_F-E_c)/kT}$, with the band edge $E_c$ at a fixed distance from $E_i$. Since $n=n_i$ at $u=0$,

$$n=n_ie^{u},\qquad p=n_ie^{-u},\qquad [V^{-r}]=[V^{-r}]_i\left(\frac{n}{n_i}\right)^r .$$

Here $p$ is the hole concentration. I keep $u$ in the algebra, so that we can later see what survives when Boltzmann statistics fails.

**Q.** More vacancies do not yet mean more mobile donors.

**A.** Pairing makes the connection. The reaction is

$$A^+ + V^{-r}\rightleftharpoons (AV)^{1-r}.$$

Let $C$ be the concentration of ionized substitutional donors and $P_r$ that of the pairs. If pairing and charge exchange are fast compared with diffusion, and pairs are dilute, mass action gives $P_r=K_rC[V^{-r}]$. The total charge is the same on both sides, so a local electrostatic potential cancels from the reaction energy and $K_r$ is uniform. With $\kappa_r=K_r[V^{-r}]_i$,

$$P_r=\kappa_r\,C\,e^{ru}.$$

The pair has charge number $z_r=1-r$: $+1$, $0$ and $-1$ for the three states.

**Q.** Then multiply each pair diffusivity by the fraction of donors in pairs, add, and you have the polynomial.

**A.** That would omit two things. The pair fraction varies in space, and charged pairs drift in the electric field created by the doping gradient. Let $\psi$ be the electrostatic potential and $q$ the elementary charge. Electrons move much faster than donors, so I take $E_F$ as flat. Since $E_i$ shifts by $-q\psi$, choosing $\psi=0$ where $n=n_i$ gives $u=q\psi/kT$.

The force on a pair is $-z_rq\,\partial\psi/\partial x$. By the Einstein relation its mobility per unit force is $d_r/kT$, where $d_r$ is the pair diffusivity. Diffusion plus drift gives

$$J_r=-d_r\left(\frac{\partial P_r}{\partial x}+z_rP_r\frac{\partial u}{\partial x}\right).$$

The product rule applied to $P_r$ gives

$$\frac{\partial P_r}{\partial x}=\kappa_re^{ru}\left(\frac{\partial C}{\partial x}+rC\frac{\partial u}{\partial x}\right),$$

and the drift term is

$$z_rP_r\frac{\partial u}{\partial x}=\kappa_re^{ru}(1-r)\,C\frac{\partial u}{\partial x}.$$

In the sum the coefficient of $C\,\partial u/\partial x$ is $r+(1-r)=1$. With $D_r=d_r\kappa_r$,

$$J_r=-D_re^{ru}\left(\frac{\partial C}{\partial x}+C\frac{\partial u}{\partial x}\right).$$

**Q.** I object to the case $r=1$. That pair is neutral and feels no force, yet you give it the same field term as the others.

**A.** For $r=1$ the term comes from the gradient of the pair concentration: where $n$ is larger, a larger fraction of donors is paired with $V^-$. For $r=0$ it is all drift. For $r=2$ the gradient contributes $+2$ and the drift of the negative pair contributes $-1$.

There is a thermodynamic reason for the agreement. With neutral vacancies at equilibrium and $E_F$ flat, the one remaining driving force is the gradient of the donor's electrochemical potential, $kT(\ln C+u)$ plus a constant. Every flux must vanish when $Ce^{u}$ is uniform, and the bracket above is $e^{-u}\,\partial(Ce^u)/\partial x$.

The result was also tested without the continuum flux formula, by counting biased hops of pairs between two neighbouring lattice planes. For each of the three states, at $C=0.3\,n_i$, $2\,n_i$ and $10\,n_i$, the net flux agreed with the formula to a relative error of at most $5.1\times10^{-6}$.

**Q.** You still have a gradient of $u$, so this is not Fick's law in $C$.

**A.** Local charge neutrality removes it. If all donors are ionized, and charged defects are negligible in the charge balance, then $n-p=C$. With $p=n_i^2/n$,

$$n^2-Cn-n_i^2=0,\qquad n=\frac C2+\sqrt{\frac{C^2}{4}+n_i^2},$$

where the positive root is taken because $n>0$. Differentiating $n-n_i^2/n=C$ gives

$$\left(1+\frac{n_i^2}{n^2}\right)\frac{dn}{dC}=1
\quad\Rightarrow\quad
\frac{du}{dC}=\frac1n\frac{dn}{dC}=\frac{1}{n+p}.$$

Moreover $(n+p)^2=(n-p)^2+4np=C^2+4n_i^2$. Thus

$$\frac{\partial C}{\partial x}+C\frac{\partial u}{\partial x}=h\frac{\partial C}{\partial x},\qquad
h=1+\frac{C}{\sqrt{C^2+4n_i^2}} .$$

Summing over charge states gives $J=-D_{\rm eff}\,\partial C/\partial x$ with

$$D_{\rm eff}=h\left[D_0+D_1\frac{n}{n_i}+D_2\left(\frac{n}{n_i}\right)^2\right].$$

Dopant conservation reads $\partial(C+\sum_rP_r)/\partial t=-\partial J/\partial x$. For dilute pairs the stored amount is nearly $C$, so

$$\frac{\partial C}{\partial t}=\frac{\partial}{\partial x}\left(D_{\rm eff}\frac{\partial C}{\partial x}\right).$$

**Q.** So the statement I was told is wrong: there is a factor $h$ in front.

**A.** It is incomplete for a donor diffusing in its own gradient, where $1<h<2$. There is a case in which the bracket alone is right. Add a uniform background of another donor, of concentration $B$. Neutrality becomes $n-p=C+B$, and the same differentiation at fixed $B$ gives

$$h=1+\frac{C}{\sqrt{(C+B)^2+4n_i^2}}.$$

For $C\ll B$ the factor tends to 1 and $n$ becomes uniform. The diffusing donor then sees a constant diffusivity, equal to the polynomial at the electron concentration set by the background.

Without a background, $h$ matters. A time-dependent model with three separate pair species and finite reaction rates was run from a Gaussian profile with peak $5\,n_i$ and standard deviation $w$, for a time $0.1\,w^2/D_i$, where $D_i=D_0+D_1+D_2$ and $D_0:D_1:D_2=2:4:1$. The single equation with $D_{\rm eff}$ reproduced its final profile to within $9.5\times10^{-4}$ of the final peak. With the polynomial alone the largest deviation at that time was 12% of that peak. Both descriptions assume equilibrium neutral vacancies, so this does not test that assumption.

**Q.** Your derivation speaks of vacancies. What if the donor moves with self-interstitials?

**A.** The algebra used the defect's charge, its equilibrium with electrons, and a mobile pair. A self-interstitial with charge $-r$ leads to the same expression. If both mechanisms operate near equilibrium, their fluxes add, and $D_r$ is the sum of the two products $d_r\kappa_r$. The dependence on $n$ alone then cannot tell them apart.

**Q.** Show me the limits. Does a high concentration always give a quadratic law?

**A.** No. For $C\ll n_i$, put $c=C/n_i$. To first order $n/n_i\approx1+c/2$ and $h\approx1+c/2$, so

$$D_{\rm eff}\approx D_i+\frac c2\,(D_i+D_1+2D_2),\qquad D_i=D_0+D_1+D_2 .$$

For $C\gg n_i$, $n\to C$ and $h\to2$. If $D_2\neq0$, the leading term is $2D_2(C/n_i)^2$. If $D_2=0$ but $D_1\ne0$, it is $2D_1C/n_i$; with neutral defects alone it is the constant $2D_0$.

Here are numbers for round model parameters, not assigned to any material: $T=1273.15$ K, $n_i=10^{25}\ \mathrm{m^{-3}}$, $D_0=1\times10^{-19}$, $D_1=2\times10^{-19}$ and $D_2=0.5\times10^{-19}\ \mathrm{m^2/s}$. Their sum is $D_i=3.5\times10^{-19}\ \mathrm{m^2/s}$. At $C=10^{26}\ \mathrm{m^{-3}}$, $c=10$ and

$$\frac n{n_i}=5+\sqrt{26}=10.10,\qquad h=1+\frac{10}{\sqrt{104}}=1.98.$$

The three terms of the bracket are $0.10$, $2.02$ and $5.10$ in units of $10^{-18}\ \mathrm{m^2/s}$. They add to $7.22$, and

$$D_{\rm eff}=1.98\times7.22\times10^{-18}=1.43\times10^{-17}\ \mathrm{m^2/s},$$

which is 41 times $D_i$. The quadratic limit would give $2D_2c^2=1.0\times10^{-17}\ \mathrm{m^2/s}$, about 30% below the full value. Even at ten times $n_i$ the singly charged vacancy still matters here.

**Q.** If the surface diffusivity is 41 times larger, the donors should go $\sqrt{41}\approx6.4$ times deeper.

**A.** They would if that diffusivity held everywhere. It falls as the donors thin out. Hold the surface at $10^{26}\ \mathrm{m^{-3}}$ for $t=1800$ s, with no donors initially inside. The profile depends on $\eta=x/\sqrt t$ alone: $\partial C/\partial t=-(\eta/2t)\,dC/d\eta$, and each $x$ derivative brings $t^{-1/2}$, so

$$-\frac{\eta}{2}\frac{dC}{d\eta}=\frac{d}{d\eta}\left(D_{\rm eff}\frac{dC}{d\eta}\right).$$

The numerical solution reaches $10^{22}\ \mathrm{m^{-3}}$ at 245 nm. With constant $D_i$ that depth would be 138 nm, so the ratio is 1.77. The dose changes more: $1.29\times10^{19}$ against $2.83\times10^{18}\ \mathrm{m^{-2}}$, a factor of 4.6. A direct solution in time agreed with the similarity solution in depth and dose within the 1% required by the test.

**Q.** Where does the extra dose sit, if the depth has not even doubled?

**A.** In a broad shoulder behind a steep front. The concentration is still $5\times10^{25}\ \mathrm{m^{-3}}$ at 140 nm and $10^{25}$ at 201 nm. It then drops to $10^{24}$ at 220 nm and $10^{22}$ at 245 nm. The shoulder is not a plateau, since half the surface value is lost over the first 140 nm.

The steepness follows from the similarity equation. Integrate it from $\eta$ to infinity, where the flux vanishes:

$$-D_{\rm eff}\frac{dC}{d\eta}=\frac12\int_0^{C}\eta(C')\,dC'.$$

In the dilute tail $D_{\rm eff}\approx D_i$, and $\eta$ varies little over the narrow front. The integral is then about $\eta C$, so $-d\ln C/d\eta\approx\eta/2D_i$. Converted to depth, the decay length is

$$\ell\approx\frac{2D_it}{x}=\frac{2(3.5\times10^{-19})(1800)}{2.32\times10^{-7}}\ \mathrm m=5.4\ \mathrm{nm}$$

at $x=232$ nm, midway between the last two depths. The computed profile falls by a factor of 100 over 24.9 nm there, which gives $24.9/\ln100=5.4$ nm. The front is steep because it has been carried deep by the large diffusivity behind it, while its own tail spreads with the small $D_i$.

**Q.** At $10^{26}$ electrons per cubic metre, are Boltzmann statistics still safe?

**A.** Not with the effective band density of the example, $N_c=2.5\times10^{26}\ \mathrm{m^{-3}}$. Put $z=e^{(E_F-E_c)/kT}$. For a parabolic band, expanding the Fermi function in $z$ gives

$$\frac{n}{N_c}=\frac{2}{\sqrt\pi}\int_0^\infty\!\sqrt\epsilon\,(ze^{-\epsilon}-z^2e^{-2\epsilon}+\dots)\,d\epsilon=z-\frac{z^2}{\sqrt8}+\dots$$

Inverting to second order, $N_cz/n\approx1+n/(\sqrt8N_c)$, which to this order equals $\exp[n/(\sqrt8N_c)]$. At the surface the exponential gives 1.153, and quadrature of the full integral gives 1.152.

The charging of defects follows $e^u$, so everything up to the flux formula stands, with $e^u$ in place of $n/n_i$ and $h=1+C\,du/dC$. Solving neutrality with degenerate electrons and Boltzmann holes gives $e^u=11.5$, while $n/n_i=10.1$. Here $u=0$ is still the point where $n=n_i$. There $N_cz/n$ is already $1+n_i/(\sqrt8N_c)=1.014$, so $e^u=10.09\times1.152/1.014=11.5$. It also gives $h=2.12$, above the Boltzmann bound of 2. With the same $D_r$, the surface diffusivity becomes $1.90\times10^{-17}\ \mathrm{m^2/s}$, 1.33 times the Boltzmann value. The profile above used Boltzmann statistics; its depth and dose were not recomputed with this correction.

**Q.** And what if the vacancies cannot keep up with the donors?

**A.** Then the result changes in form. Pairs carry vacancies with them, and slow sources or sinks may let $[V^0]$ depart from equilibrium by a factor $s(x,t)$. If charge exchange and pairing are still fast, $P_r=\kappa_rCe^{ru}s$. The flux formula for pairs now gives

$$J_r=-D_re^{ru}\left[s\left(\frac{\partial C}{\partial x}+C\frac{\partial u}{\partial x}\right)+C\frac{\partial s}{\partial x}\right].$$

The last term can move donors even where $C$ and $u$ are uniform. No diffusivity that depends on $C$ alone can describe that; an equation for the defects is needed as well.

**Q.** You also assumed neutrality in a tail whose decay length is only a few nanometres.

**A.** Yes, and that sets a further condition. Let $\epsilon_s$ be the permittivity. In the dilute tail $n-p\approx2n_iu$, and Poisson's equation becomes

$$\lambda^2\frac{\partial^2u}{\partial x^2}=u-\frac{C}{2n_i},\qquad \lambda^2=\frac{\epsilon_skT}{2q^2n_i}.$$

Neutrality is the statement that the left side is negligible. For a tail decaying over $\ell$ this requires $\lambda^2\ll\ell^2$. The example specifies no permittivity, so it does not establish this for its 5.4 nm tail. The donor flux in the tail can tolerate some departure from neutrality: it stays close to $-D_i\,\partial C/\partial x$ as long as $|u|\ll1$ and $|C\,\partial u/\partial x|\ll|\partial C/\partial x|$ there. If $\lambda$ is much longer than $\ell$, this can fail, because the potential of the heavily doped shoulder then reaches into the tail. The values used here, with the diffusivities at intermediate concentrations, are in the numerical output.

## Table of computed values

```
temperature = 1273.15 K, kT = 0.10971 eV
intrinsic concentration ni = 1.00e+25 m^-3
band density Nc = 2.50e+26 m^-3
D0, D1, D2 = 1.00e-19, 2.00e-19, 5.00e-20 m^2/s
intrinsic diffusivity D_i = 3.500e-19 m^2/s
C (m^-3) | n/ni | h | polynomial (m^2/s) | D_eff (m^2/s)
1.0e+23 | 1.0050 | 1.0050 | 3.5151e-19 | 3.5326e-19
1.0e+24 | 1.0512 | 1.0499 | 3.6551e-19 | 3.8376e-19
1.0e+25 | 1.6180 | 1.4472 | 5.5451e-19 | 8.0249e-19
3.0e+25 | 3.3028 | 1.8321 | 1.3060e-18 | 2.3926e-18
1.0e+26 | 10.0990 | 1.9806 | 7.2193e-18 | 1.4298e-17
surface terms r=0,1,2 = 1.0000e-19, 2.0198e-18, 5.0995e-18 m^2/s
surface D_eff / D_i = 40.85
hop counting: largest relative flux error = 5.1e-06
pair model vs D_eff with h: max deviation/peak = 9.49e-04
pair model vs polynomial only: max deviation/peak = 0.117
surface concentration = 1.00e+26 m^-3
anneal time = 1800 s
length unit sqrt(D_i t) = 25.10 nm
depth where C = 5.0e+25 m^-3: 139.8 nm
depth where C = 1.0e+25 m^-3: 200.6 nm
depth where C = 1.0e+24 m^-3: 219.9 nm
depth where C = 1.0e+22 m^-3: 244.8 nm
depth at 1.0e+22 m^-3, constant D_i: 138.1 nm
ratio of these two depths = 1.77
depth at 1.0e+22 m^-3, direct solution: 244.8 nm
dose, similarity solution = 1.291e+19 m^-2
dose, direct solution = 1.291e+19 m^-2
dose, constant D_i = 2.832e+18 m^-2
degenerate gas at surface: n/ni = 10.087, e^u = 11.462
activity/n = 1.1524, leading formula = 1.1533
degenerate h = 2.1201, D_eff = 1.8998e-17 m^2/s
degenerate / Boltzmann D_eff = 1.329
```
